\section*{Which rare-earth levels in a cubic crystal field have fixed eigenvectors, part 2}

A cubic crystal field (site group $O$, $O_h$ or $T_d$) splits the lowest multiplet $J$ of a rare-earth ion. Which levels keep their eigenvectors whatever the ratio of fourth- to sixth-rank field? With $\mathbf J$ in units of $\hbar$, $X=J(J+1)$ and $m$ standing for $J_z$, $H=B_4O_4+B_6O_6$, where $O_4=O_{40}+5O_{44}$, $O_6=O_{60}-21O_{64}$ and $B_4,B_6$ are in joules. Lowering constants 48, 2880 and 12 were divided out of $O_{40}$, $O_{60}$ and $O_{64}$. The diagonal elements are
\begin{align*}
O_{40}&=35m^4-(30X-25)m^2+3X^2-6X,\\
O_{60}&=231m^6-(315X-735)m^4+(105X^2-525X+294)m^2\\
&\quad-5X^3+40X^2-60X,
\end{align*}
and the off-diagonal ones
\begin{align}
\langle m+4|O_4|m\rangle&=\tfrac52s_m,\nonumber\\
\langle m+4|O_6|m\rangle&=-\tfrac{21}2(11m^2+44m+50-X)\,s_m,\label{off}\\
s_m&=\prod_{j=0}^3\sqrt{X-(m+j)(m+j+1)}.\nonumber
\end{align}
So $H$ splits into sectors of $m$ modulo 4.

Positive constants $F_4,F_6$, mostly the greatest common divisors (gcd) of the diagonal elements, define $A=O_4/F_4$, $B=O_6/F_6$ and
\[B_4F_4=Wx,\quad B_6F_6=W(1-|x|),\quad H=W\left[xA+(1-|x|)B\right],\]
with $|W|=|B_4F_4|+|B_6F_6|$ and $\operatorname{sgn}W=\operatorname{sgn}B_6$.

The 48 elements $g$ of the cubic double group act as $D(g)$, which commute with $A$ and $B$. The multiplet's representation $D^J$ reduces to irreducible $\Gamma_1,\dots,\Gamma_8$; $\Gamma_4$ is a vector, $\Gamma_6$ a spin, $\Gamma_5=\Gamma_4\Gamma_2$, $\Gamma_7=\Gamma_6\Gamma_2$. On $T_h$ sites, which lack the $\pi/2$ rotations, a second sixth-rank invariant exists.

If $\Gamma$, of dimension $d$, occurs once, $P_\Gamma=\frac d{48}\sum_g\chi_\Gamma(g)D(g)$, with $\chi_\Gamma$ its character, projects on its subspace. Every vector there is an eigenvector of $A$ and $B$, with eigenvalues $e_4$ and $e_6$, for all $x$:
\begin{equation}
E=W\left[x\,e_4+(1-|x|)\,e_6\right].\label{lin}
\end{equation}
Repeated representations can mix. For $J=9/2$, $D^J=\Gamma_6+2\Gamma_8$, and in the sector $\{\frac52,-\frac32\}$ the $2\times2$ blocks of $A$ and $B$ do not commute and share no eigenvector. The eigenvector $(\cos\theta,\sin\theta)$ of the upper level of $H/W$ turns with $x$.

Q: That is one case. Could the blocks commute by accident for another $J$, or could a $3\times3$ block keep one fixed vector without commuting?

A: Group theory excludes neither, so each $J$ has to be examined. Suppose $v$ is an eigenvector of $H$ at two values of $x$. The coefficient pairs $(x,1-|x|)$ are linearly independent unless the values are $1$ and $-1$, so $A$ and $B$ are linear combinations of the two Hamiltonians, and $v$ is an eigenvector of $A$ and of $B$, hence of $H$ at every $x$. Take a value $x_0$ at which every eigenspace of $H$ is irreducible, and let $P$ project on the one containing $v$. The vectors $D(g)v$ span it and all have the eigenvalue $e_4$ of $A$, so $AP=e_4P$ and the leak $\lambda=\|(1-P)AP\|$ vanishes. A nonzero $\lambda$ thus rules out any fixed vector in that level. The numerical check takes $x_0=0.37$, asserts irreducibility from the characters of each eigenspace, and asserts $\lambda<10^{-7}$ for single and $\lambda>10^{-3}$ for repeated representations. The last column gives the smallest $\lambda$ among the repeated ones; it is dimensionless and refers to the tabulated $F$ values, which set both the scale of $A$ and the field ratio that $x_0$ stands for.

\begin{center}
\begin{tabular}{llrrr}
$J$&$D^J$&$F_4$&$F_6$&$\lambda_{\min}$\\
2&$\Gamma_3+\Gamma_5$&12&&\\
5/2&$\Gamma_7+\Gamma_8$&60&&\\
3&$\Gamma_2+\Gamma_4+\Gamma_5$&60&180&\\
7/2&$\Gamma_6+\Gamma_7+\Gamma_8$&60&1260&\\
4&$\Gamma_1+\Gamma_3+\Gamma_4+\Gamma_5$&60&1260&\\
9/2&$\Gamma_6+2\Gamma_8$&60&2520&12\\
5&$\Gamma_3+2\Gamma_4+\Gamma_5$&420&2520&6.5\\
11/2&$\Gamma_6+\Gamma_7+2\Gamma_8$&120&7560&33\\
6&$\Gamma_1+\Gamma_2+\Gamma_3+\Gamma_4+2\Gamma_5$&60&7560&72\\
13/2&$\Gamma_6+2\Gamma_7+2\Gamma_8$&60&2160&79\\
7&$\Gamma_2+\Gamma_3+2\Gamma_4+2\Gamma_5$&12&3780&334\\
15/2&$\Gamma_6+\Gamma_7+3\Gamma_8$&60&13860&119\\
8&$\Gamma_1+2\Gamma_3+2\Gamma_4+2\Gamma_5$&60&13860&67
\end{tabular}
\end{center}

For $2\le J\le8$, a level has $x$-independent eigenvectors if and only if its representation occurs once. For $J\le4$ that is every level. The ``if'' holds for any $J$; the ``only if'' has been established for this range alone.

Q: And what are the fixed vectors?

A: One partner is given for each level, from sector 0 or $\frac12$ if the representation has one there, otherwise from 2 or $\frac52$; the others follow by cubic rotations. The entry $p[m]$ means $\operatorname{sgn}(p)\sqrt{|p|}\,|m\rangle$, and $m^\pm$ means $(|m\rangle\pm|{-m}\rangle)/\sqrt2$. The numbers $e_4,e_6$ refer to the $F$ values above. Each row can be verified by applying $O_4/F_4$ and $O_6/F_6$, with diagonal elements from $O_{40}$ and $O_{60}$ and off-diagonal ones from (\ref{off}).

\begin{center}
\begin{tabular}{llrrl}
$J$&$\Gamma$&$e_4$&$e_6$&vector\\
2&3&6&&$1[0]$\\
&5&$-4$&&$1[2^-]$\\
5/2&7&$-4$&&$\frac16[\frac52],-\frac56[-\frac32]$\\
&8&2&&$1[\frac12]$\\
3&2&$-12$&$-48$&$1[2^-]$\\
&4&6&$-20$&$1[0]$\\
&5&$-2$&36&$1[2^+]$\\
7/2&6&14&$-20$&$\frac7{12}[\frac12],\frac5{12}[-\frac72]$\\
&7&$-18$&$-12$&$\frac34[\frac52],-\frac14[-\frac32]$\\
&8&2&16&$\frac5{12}[\frac12],-\frac7{12}[-\frac72]$\\
4&1&28&$-80$&$\frac5{12}[4^+],\frac7{12}[0]$\\
&3&4&64&$\frac7{12}[4^+],-\frac5{12}[0]$\\
&4&14&4&$1[4^-]$\\
&5&$-26$&$-20$&$1[2^-]$\\
9/2&6&196/5&$-64$&$\frac38[\frac92],\frac7{12}[\frac12],\frac1{24}[-\frac72]$\\
5&3&$-6$&$-48$&$1[4^-]$\\
&5&4&120&$1[2^+]$\\
11/2&6&$-42$&8&$\frac7{48}[\frac92],-\frac18[\frac12],\frac{35}{48}[-\frac72]$\\
&7&22&88&$\frac{11}{48}[\frac52],\frac{11}{24}[-\frac32],-\frac5{16}[-\frac{11}2]$\\
6&1&$-126$&16&$\frac78[4^+],-\frac18[0]$\\
&2&66&176&$\frac5{16}[6^+],-\frac{11}{16}[2^+]$\\
&3&114&$-48$&$\frac18[4^+],\frac78[0]$\\
&4&$-96$&8&$1[4^-]$\\
13/2&6&$-162$&80&$\frac{11}{16}[\frac92],-\frac18[\frac12],\frac3{16}[-\frac72]$\\
7&2&$-104$&$-832$&$\frac{11}{24}[6^-],\frac{13}{24}[2^-]$\\
&3&$-704$&176&$1[4^-]$\\
15/2&6&294&$-40$&$\frac7{192}[\frac92],\frac{33}{64}[\frac12],\frac7{64}[-\frac72],\frac{65}{192}[-\frac{15}2]$\\
&7&$-26$&$-312$&$\frac{77}{192}[\frac{13}2],\frac{65}{192}[\frac52],-\frac{13}{64}[-\frac32],-\frac{11}{192}[-\frac{11}2]$\\
8&1&392&$-64$&$\frac{65}{192}[8^+],\frac7{48}[4^+],\frac{33}{64}[0]$
\end{tabular}
\end{center}

The numerical check below builds these vectors from $P_\Gamma$ alone and asserts that each satisfies (\ref{lin}) at 21 values of $x$ from $-1$ to 1.

\section{A worked case, $J=15/2$}

Q: Show me actual energies.

A: Take the multiplet $^4I_{15/2}$ with round model values $B_4=-6.0\times10^{-26}$ J and $B_6=4.0\times10^{-28}$ J. Then
\begin{align}
B_4F_4&=-6.0\times10^{-26}\times60=-3.600\times10^{-24}\ \text{J},\nonumber\\
B_6F_6&=4.0\times10^{-28}\times13860=5.544\times10^{-24}\ \text{J},\nonumber\\
W&=+(3.600+5.544)\times10^{-24}=9.144\times10^{-24}\ \text{J},\nonumber\\
x&=-3.600/9.144=-0.3937,\qquad 1-|x|=0.6063,\nonumber
\end{align}
and $W/k_B=0.662$ K. In the sector $m=\frac{13}2,\frac52,-\frac32,-\frac{11}2$ the blocks are tridiagonal. $A$ has diagonal $-91,23,129,-221$ and off-diagonal $70.746,162.665,103.562$; $B$ has diagonal $-117,45,-25,-39$ and off-diagonal $-212.238,162.665,-144.986$. The first two amplitudes of the $\Gamma_7$ vector have the ratio $\sqrt{65/77}$, and the first rows give $-91+70.746\sqrt{65/77}=-91+65=-26$ and $-117-212.238\sqrt{65/77}=-117-195=-312$, the tabulated $e_4$ and $e_6$. From (\ref{lin}),
\begin{align}
E_7/W&=(-26)(-0.3937)-312(0.6063)=-178.93,\nonumber\\
E_6/W&=294(-0.3937)-40(0.6063)=-140.00.\nonumber
\end{align}
The second value is round through the inputs: $x=-50/127$ gives $(-14700-3080)/127=-140$. The three $\Gamma_8$ levels need diagonalisation and lie at $E/W=-135.74$, $133.03$, $162.18$. Their sum, $159.47$, is fixed by $\operatorname{tr}H=0$, which holds because a tensor of rank $k>0$ is traceless: $4(159.47)=2(178.93+140.00)$ within rounding. Above the $\Gamma_7$ ground doublet, $\Gamma_6$ lies at $38.93\times9.144\times10^{-24}=0.356\times10^{-21}$ J (25.8 K), and the quartets at $0.395$, $2.85$ and $3.12\times10^{-21}$ J (28.6, 207 and 226 K).

Q: The two doublets are close. If their lines cross, are the eigenvectors still fixed there?

A: They do cross. For $x<0$, $(E_6-E_7)/W=320x+272(1+x)$ vanishes at $x=-272/592=-0.4595$, where $E/W=-156.70$; for $x>0$ it equals $320x+272(1-x)>0$. The crossing is not avoided, because $H$ has no matrix element between different representations. At that point the eigenspace has dimension four and mixtures of $\Gamma_6$ and $\Gamma_7$ are eigenvectors as well, so ``independent of $x$'' means that the vectors can be so chosen.

Q: What observable follows from a fixed vector?

A: The magnetic moment of a doublet. The Zeeman term is $g_J\mu_B\mathbf B\cdot\mathbf J$, and with $L=6$, $S=\frac32$, $g_s=2$ the Land\'e factor is $g_J=\frac32+(\frac{15}4-42)/(2\cdot\frac{255}4)=1.2$. Operators on a doublet transform as $\Gamma_6\times\Gamma_6=\Gamma_7\times\Gamma_7=\Gamma_1+\Gamma_4$. The vector $\mathbf J$ is $\Gamma_4$, which occurs once, so within the doublet $\mathbf J=c\,\boldsymbol\sigma$ with $|c|=|\langle J_z\rangle|$. To first order in the field the splitting is isotropic, $|g|\mu_B|\mathbf B|$ with $|g|=2g_J|\langle J_z\rangle|$. Putting the weights over 192,
\begin{align}
\langle J_z\rangle_6&=\frac{7(9)+99(1)-21(7)-65(15)}{384}=-\frac52,\nonumber\\
\langle J_z\rangle_7&=\frac{77(13)+65(5)-39(3)-11(11)}{384}=\frac{17}6,\nonumber
\end{align}
so $|g|=6.0$ and $6.8$ for any $B_4,B_6$, provided the Zeeman energy is small against the distance to the nearest $\Gamma_8$ quartet. The $\Gamma_6$--$\Gamma_7$ crossing does not spoil these values: $\Gamma_6\times\Gamma_7=(\Gamma_1+\Gamma_4)\times\Gamma_2=\Gamma_2+\Gamma_5$ does not contain $\Gamma_4$, so $\mathbf J$ has no matrix element between the two doublets. The check tests both values with a weak field along $[111]$ at $x=-0.394$ and $x=0.6$. The quartets behave differently. Their partners in sector $\frac12$, in order of rising energy for $W>0$, have $\langle J_z\rangle=-3.305,\,4.222,\,-4.417$ at $x=-0.394$ and $0.959,\,0.758,\,-5.217$ at $x=0.6$. Only the sum is fixed: the trace of $J_z$ over the sector, $\frac92+\frac12-\frac72-\frac{15}2=-6$, minus the $\Gamma_6$ value $-\frac52$, gives $-3.5$ in both cases.

Q: Under what conditions do the fixed vectors stop being fixed?

A: When the counting changes. If the crystal field is not small against the multiplet spacing, the same $\Gamma$ from a neighbouring $J$ is admixed, in first-order perturbation theory with an amplitude equal to the coupling matrix element divided by the spacing, and that amplitude depends on the field parameters. Intermediate coupling alone keeps $J$ good, so it alters $g_J$ and the sizes of $B_4,B_6$ but not the tabulated vectors. On a $T_h$ site $\Gamma_2$ becomes the identity representation, so $\Gamma_4$ and $\Gamma_5$ become equivalent, as do $\Gamma_6$ and $\Gamma_7$, and the second sixth-rank term is allowed to mix them. A distortion or a magnetic field lowers the group further. Single occurrence in the actual group is still sufficient for fixed vectors, but without a magnetic field time reversal can fix others as well. For $J=5/2$ on a site of group $C_3$ with its axis along $z$, $|\frac32\rangle$ and $|{-\frac32}\rangle$ belong to the same representation, yet time reversal forbids the crystal field to couple them and gives them equal energies, so both stay eigenvectors.

\section*{Table of computed values}
\begin{verbatim}
ratios [5, -21]; lowering constants c40=48 c60=2880 c64=12 (pure numbers)
invariants k=2,4,6: O [0, 1, 1], T [0, 1, 2]; below s(p)=sqrt(p), e4,e6,leak in W
J=2: G3+G5; F=(12, 0) gcd=(12, 0); min leak none
 G3 e4=6 e6=0: +s(1)|0>
 G5 e4=-4 e6=0: +s(1/2)|2>-s(1/2)|-2>
J=5/2: G7+G8; F=(60, 0) gcd=(60, 0); min leak none
 G7 e4=-4 e6=0: +s(1/6)|5/2>-s(5/6)|-3/2>
 G8 e4=2 e6=0: +s(1)|1/2>
J=3: G2+G4+G5; F=(60, 180) gcd=(60, 180); min leak none
 G2 e4=-12 e6=-48: +s(1/2)|2>-s(1/2)|-2>
 G4 e4=6 e6=-20: +s(1)|0>
 G5 e4=-2 e6=36: +s(1/2)|2>+s(1/2)|-2>
J=7/2: G6+G7+G8; F=(60, 1260) gcd=(60, 1260); min leak none
 G6 e4=14 e6=-20: +s(7/12)|1/2>+s(5/12)|-7/2>
 G7 e4=-18 e6=-12: +s(3/4)|5/2>-s(1/4)|-3/2>
 G8 e4=2 e6=16: +s(5/12)|1/2>-s(7/12)|-7/2>
J=4: G1+G3+G4+G5; F=(60, 1260) gcd=(60, 1260); min leak none
 G1 e4=28 e6=-80: +s(5/24)|4>+s(7/12)|0>+s(5/24)|-4>
 G3 e4=4 e6=64: +s(7/24)|4>-s(5/12)|0>+s(7/24)|-4>
 G4 e4=14 e6=4: +s(1/2)|4>-s(1/2)|-4>
 G5 e4=-26 e6=-20: +s(1/2)|2>-s(1/2)|-2>
J=9/2: G6+2G8; F=(60, 2520) gcd=(84, 5040); min leak 12
 G6 e4=196/5 e6=-64: +s(3/8)|9/2>+s(7/12)|1/2>+s(1/24)|-7/2>
J=5: G3+2G4+G5; F=(420, 2520) gcd=(420, 2520); min leak 6.52
 G3 e4=-6 e6=-48: +s(1/2)|4>-s(1/2)|-4>
 G5 e4=4 e6=120: +s(1/2)|2>+s(1/2)|-2>
J=11/2: G6+G7+2G8; F=(120, 7560) gcd=(120, 7560); min leak 32.5
 G6 e4=-42 e6=8: +s(7/48)|9/2>-s(1/8)|1/2>+s(35/48)|-7/2>
 G7 e4=22 e6=88: +s(11/48)|5/2>+s(11/24)|-3/2>-s(5/16)|-11/2>
J=6: G1+G2+G3+G4+2G5; F=(60, 7560) gcd=(60, 7560); min leak 72.1
 G1 e4=-126 e6=16: +s(7/16)|4>-s(1/8)|0>+s(7/16)|-4>
 G2 e4=66 e6=176: +s(5/32)|6>-s(11/32)|2>-s(11/32)|-2>+s(5/32)|-6>
 G3 e4=114 e6=-48: +s(1/16)|4>+s(7/8)|0>+s(1/16)|-4>
 G4 e4=-96 e6=8: +s(1/2)|4>-s(1/2)|-4>
J=13/2: G6+2G7+2G8; F=(60, 2160) gcd=(60, 2160); min leak 79.4
 G6 e4=-162 e6=80: +s(11/16)|9/2>-s(1/8)|1/2>+s(3/16)|-7/2>
J=7: G2+G3+2G4+2G5; F=(12, 3780) gcd=(12, 3780); min leak 334
 G2 e4=-104 e6=-832: +s(11/48)|6>+s(13/48)|2>-s(13/48)|-2>-s(11/48)|-6>
 G3 e4=-704 e6=176: +s(1/2)|4>-s(1/2)|-4>
J=15/2: G6+G7+3G8; F=(60, 13860) gcd=(60, 13860); min leak 119
 G6 e4=294 e6=-40: +s(7/192)|9/2>+s(33/64)|1/2>+s(7/64)|-7/2>+s(65/192)|-15/2>
 G7 e4=-26 e6=-312: +s(77/192)|13/2>+s(65/192)|5/2>-s(13/64)|-3/2>-s(11/192)|-11/2>
J=8: G1+2G3+2G4+2G5; F=(60, 13860) gcd=(420, 13860); min leak 66.8
 G1 e4=392 e6=-64: +s(65/384)|8>+s(7/96)|4>+s(33/64)|0>+s(7/96)|-4>+s(65/384)|-8>
J=9/2 basis 5/2,-3/2: A11 A22 A12 = -23.8000 4.2000 22.9129 (W)
 B11 B22 B12 = 20.0000 12.0000 36.6606 (W); [A,B]12 = -1209.800 (W^2)
 upper G8 angle at x=-0.5,0,0.5,1: 18.6856 41.8866 49.7644 60.7127 deg
example J=15/2: B4=-6.0e-26 J, B6=4.0e-28 J, L=6, S=1.5, gJ=1.2000
B4F4=-3.6000e-24 J, B6F6=5.5440e-24 J, W=9.1440e-24 J = 0.6623 K, x=-0.39370
A, m=13/2,5/2,-3/2,-11/2: diag -91.0000 23.0000 129.0000 -221.0000; off 70.7460 162.6653 103.5616 (W)
B, m=13/2,5/2,-3/2,-11/2: diag -117.0000 45.0000 -25.0000 -39.0000; off -212.2381 162.6653 -144.9862 (W)
E/W: G7 -178.929, G6 -140.000, G8 -135.744, G8 133.033, G8 162.176
E-E0 (1e-21 J): 0.0000, 0.3560, 0.3949, 2.8526, 3.1191
E-E0 (K): 0.00, 25.78, 28.60, 206.61, 225.91
G6/G7 crossing at x=-0.45946, E/W=-156.703
<Jz> G6=-5/2, G7=17/6; |g| G6=6.0000, G7=6.8000
G8 <Jz>, sector 1/2, rising E: x=-0.394: -3.3047 4.2218 -4.4172; x=0.6: 0.9588 0.7582 -5.2171
\end{verbatim}
